Polarizing a silicon-29 spin beside a divacancy by optical cycling

**1. What symmetry and dimensions fix**

A neutral divacancy in silicon carbide, with its axis along the crystal c axis, has electron spin S = 1. Let one neighbouring silicon-29 nucleus, I = 1/2, be coupled to it, and let the magnetic field B lie along the defect axis z. If the hyperfine tensor is axial about z, rotation about z leaves the Hamiltonian unchanged, so Sz + Iz is conserved. With m = +1, 0, −1 for the electron and ↑, ↓ for the nucleus, the six states divide by Sz + Iz as

3/2: |+1↑⟩; 1/2: |+1↓⟩, |0↑⟩; −1/2: |0↓⟩, |−1↑⟩; −3/2: |−1↓⟩. (1)

A nuclear flip must therefore occur within one of two pairs. From m = 0, the state prepared by light, ↓ can become ↑ only with m → −1, and ↑ can become ↓ only with m → +1. A field that brings m = −1 close to m = 0 favours the first process.

Each pair is a two-level system with a coupling V, a detuning δ and an excited-state lifetime τ. Atomic units with ħ = 1 are used in the algebra. The flip probability per excitation is dimensionless, and the sign of V can be removed by redefining the phase of one state. Hence

p = F(V²τ², δτ). (2)

Coherent flips alone give only an oscillating polarization. If decay interrupts them at random times but the electron is not reset, repeated excitation evens out the two populations of the near pair; starting from m = 0 and an unpolarized nucleus, this gives a polarization of about one half, which the much slower flips of the other pair eventually remove. To come close to full polarization, the electron must be reset while the nucleus keeps its orientation.

**2. The pair Hamiltonian**

In the excited state take

H = D Sz² + e Sz − z Iz + A∥ Sz Iz + A⊥(Sx Ix + Sy Iy), (3)

where e = gμ_B B and z = g_N μ_N B, with μ_B = 1/2 in atomic units. For silicon-29, g_N and hence z are negative. Writing the transverse term with ladder operators,

Sx Ix + Sy Iy = ½(S₊I₋ + S₋I₊). (4)

Since S₋|0⟩ = √2|−1⟩ and I₊|↓⟩ = |↑⟩,

V = ⟨−1↑|H|0↓⟩ = A⊥/√2. (5)

The pair |0↑⟩, |+1↓⟩ has the same coupling. The diagonal energies are

E(0↓) = z/2, E(−1↑) = D − e − z/2 − A∥/2,
E(0↑) = −z/2, E(+1↓) = D + e + z/2 − A∥/2. (6)

Subtracting within each pair gives

δ₋ = D − e − z − A∥/2, δ₊ = D + e + z − A∥/2. (7)

For D > 0, B > 0 and a hyperfine constant small compared with D, only δ₋ can vanish. This happens at

B₀ = (D − A∥/2)/(gμ_B + g_N μ_N), (8)

where δ₊ = 2D − A∥.

**3. Flip probability during one excitation**

Measure energies in the near pair from the mean of its two levels. In the order |0↓⟩, |−1↑⟩ the Hamiltonian matrix h has diagonal elements −δ/2, δ/2 and off-diagonal elements V. Define Ω = 2V = √2 A⊥ and ν² = Ω² + δ². Then h² = (ν²/4)·1, and the exponential series separates into even and odd powers:

exp(−iht) = cos(νt/2) − i(2/ν) h sin(νt/2). (9)

The squared off-diagonal element is the flip-flop probability,

p(t) = (Ω²/ν²) sin²(νt/2). (10)

Assume first that all excited spin states decay with the same lifetime. The decay time has density e^(−t/τ)/τ. Using sin²(νt/2) = ½(1 − cos νt) and

∫₀^∞ (dt/τ) e^(−t/τ) cos νt = 1/(1 + ν²τ²), (11)

we obtain

p = (Ω²/2ν²)[1 − 1/(1 + ν²τ²)]
 = ½ Ω²τ²/[1 + (Ω² + δ₋²)τ²]. (12)

The far pair has probability q, given by (12) with δ₊ in place of δ₋. At resonance a short lifetime, Ωτ ≪ 1, gives p ≈ Ω²τ²/2; a long one, Ωτ ≫ 1, gives p → 1/2, because the decay then samples many full oscillations. Equation (12) has the form required by (2).

**4. Repeated cycles with complete electron reset**

Suppose that each decay is followed by a reset of the electron to fixed populations f₊, f₀, f₋, with no effect on the nuclear populations. Let u and d be the nuclear populations of ↑ and ↓, with u + d = 1 and P = u − d. Each excitation starts from a product of electron and nuclear populations. The upward flips are |0↓⟩ → |−1↑⟩ and |+1↓⟩ → |0↑⟩; the downward flips are their reverses. Their probabilities are

W₊ = f₀p + f₊q, W₋ = f₋p + f₀q. (13)

The polarization changes by twice the net transferred population. With d = (1 − P)/2 and u = (1 + P)/2,

P′ = P + 2(dW₊ − uW₋)
 = (1 − W₊ − W₋)P + W₊ − W₋. (14)

Let other processes then reduce the polarization by a factor 1 − λ in each cycle:

P_(n+1) = (1 − λ)[(1 − W₊ − W₋)P_n + W₊ − W₋]. (15)

Setting P_(n+1) = P_n = P_s gives

P_s = (1 − λ)(W₊ − W₋)/[λ + (1 − λ)(W₊ + W₋)]. (16)

Subtracting the fixed-point equation from (15) leaves a geometric sequence for P_n − P_s, so

P_n = P_s + (P₀ − P_s)[(1 − λ)(1 − W₊ − W₋)]ⁿ. (17)

With q = λ = 0, (16) becomes (f₀ − f₋)/(f₀ + f₋). The hyperfine coupling sets the speed but cancels from the limit. If f₀ = f₋, this limit vanishes, however large p is.

The polarization is less sensitive to detuning than p is. Put f₀ = 1, neglect q, and write l = λ/(1 − λ). Equations (12) and (16) give

P_s = p/(p + l)
 = (Ω²/2l)/[δ₋² + Ω² + τ⁻² + Ω²/(2l)]. (18)

This is a Lorentzian in δ₋ with half-width at half maximum

δ_h = √[Ω² + τ⁻² + Ω²(1 − λ)/(2λ)]. (19)

When λ is small but still well above q, and Ωτ is of order one or more, the last term dominates: many weak flips can still outpace a slow loss. As λ → 0 the width does not grow without limit as (19) suggests, because the neglected far pair then bounds it.

**5. Incomplete electron reset**

A single optical cycle need not reset the electron. Let m = ±1 pass to m = 0 with probability r, and let m = 0 pass to m = ±1 with total probability s, shared equally. Otherwise m is unchanged. The stationary electron populations satisfy f₀s/2 = r f±, hence

f₀ = r/(r + s), f₊ = f₋ = s/[2(r + s)]. (20)

Assume that the time spent in the ground state removes coherence between the paired states, and take q = λ = 0. Try a product of the populations (20) with nuclear populations u and d. Reset preserves it. The flips exchange |0↓⟩ and |−1↑⟩ with equal probability p in both directions, and so preserve it if f₀d = f₋u. Thus

u/d = f₀/f₋ = 2r/s,
P_∞ = (f₀ − f₋)/(f₀ + f₋). (21)

For p, r and s strictly between 0 and 1, every state can be reached from every other and can also persist for a cycle, so this stationary distribution is unique and is approached from any start. The limit agrees with that for complete reset, but when s is small compared with 1 − r the approach is slower.

To find the delay, set s = 0 and let a = |0↓⟩, b = |−1↑⟩, c = |0↑⟩. Let M_a and M_b be the mean numbers of cycles needed to reach c. After a flip from a, reset leads to c with probability r; otherwise the system remains in b, from which it may flip back. Therefore

M_a = 1 + (1 − p)M_a + p(1 − r)M_b,
M_b = 1 + pM_a + (1 − p)(1 − r)M_b. (22)

The first line gives pM_a = 1 + p(1 − r)M_b. Substitution in the second gives M_b = 2 + (1 − r)M_b, so M_b = 2/r and

M_a = 1/p + 2(1 − r)/r. (23)

Of these cycles, let n_a start in a and n_b in b. Counting arrivals in a, including the initial one, gives n_a = 1 + (1 − p)n_a + pn_b, or n_a − n_b = 1/p. Since n_a + n_b = M_a,

n_a = 1/p + 1/r − 1. (24)

A loss λ randomizes the nucleus with probability λ, and therefore flips it with probability λ/2. Each flip out of c costs n_a cycles with the nucleus down. As P = 1 − 2d, the polarization falls to first order by

ΔP = 2(λ/2)n_a = λ(1/p + 1/r − 1). (25)

This requires λn_a ≪ 1, with s = q = 0.

**6. A worked case**

Take D = 3.9 µeV in the excited state, 5.6 µeV in the ground state, an isotropic hyperfine constant of 0.04 µeV in both, and τ = 15 ns. Let r = 0.3, s = 0.01 and λ = 0.001, with a mean ground-state dwell of 1000 ns between excitations. Equation (8) gives B₀ = 33.5 mT, or 335 G.

The pair coupling is 0.04/√2 = 0.0283 µeV, equivalent to 6.84 MHz. Restoring ħ, Ω = 0.0859 rad/ns and Ωτ = 1.289, so

p = ½(1.289)²/[1 + (1.289)²] = 0.312. (26)

The far pair is detuned by 7.76 µeV, which gives q = 2.7 × 10⁻⁵.

From (20), f₀ = 0.9677 and f₋ = 0.0161. If these populations were restored completely after each excitation, W₊ = 0.3021 and W₋ = 0.0051, and (16) would give P_s = 0.964. Starting from P₀ = 0, the polarization would be 0.297 after one cycle and 0.940 after ten.

For the incomplete reset, u/d = 2(0.3)/0.01 = 60 and P_∞ = 59/61 = 0.967. With s neglected, equation (23) gives 3.20 + 4.67 = 7.87 cycles, or about 8 µs at 1015 ns per cycle; including s = 0.01 raises the mean only to about 8.0 cycles. More than half of the delay comes from the reset. By (24), 5.54 cycles start in |0↓⟩, so the loss lowers P by about 0.0055, to 0.962.

A density-matrix calculation with all six levels, both pairs and the hyperfine coupling during the ground-state dwell also gives 0.962. Its polarization is 0.805 after ten cycles and 0.961 after fifty. Without loss, and with the field retuned to each resonance, hyperfine constants of 0.02, 0.04 and 0.08 µeV give limits that differ by only about 0.0002, close to the independence predicted by (21). These and the following results are collected in the numerical output.

**7. Field dependence and the ground state**

The flip probability p has a half-width of 0.62 mT in field, whereas (19) gives 10.9 mT for the polarization. Including q, still with perfect reset to m = 0, reduces the low-field half-width to 10.4 mT. The complete calculation gives only 7.6 mT on that side. At 10.9 mT above resonance, by contrast, P is still 0.90; removing the ground-state hyperfine coupling at the same field lowers it to 0.46.

This asymmetry follows from the change of Hamiltonian on excitation. Let δ_g be the near-pair detuning in the ground state. Far from both resonances, the mainly |0↓⟩ eigenstates have |−1↑⟩ amplitudes −V/δ_g in the ground state and −V/δ₋ in the excited state. Just after a sudden excitation, the ground eigenstate is therefore the corresponding excited eigenstate plus an extra part V(1/δ₋ − 1/δ_g)|−1↑⟩. This extra part gains the phase factor e^(−iδ₋t) relative to the rest. Subtracting the admixture −V/δ_g that belongs to the ground eigenstate leaves the flip amplitude

c(t) = −V(1/δ₋ − 1/δ_g)(1 − e^(−iδ₋t)), (27)

up to a common phase. For |δ₋|τ ≫ 1 the mean of |1 − e^(−iδ₋t)|² is 2, and

p_wing ≈ ½Ω²(1/δ₋ − 1/δ_g)². (28)

This leading-order estimate leaves out the action of the reset on the small admixture. Like the complete calculation, it assumes that optical decay preserves electron coherence when m is unchanged; if decay destroyed that coherence, the narrowing on the low-field side would be weaker. Below B₀ both detunings are positive and the amplitudes partly cancel. At the low-field half-maximum, δ₋ ≈ 0.87 µeV and δ_g ≈ 0.87 + 1.7 = 2.57 µeV, so the flip probability is multiplied by (1 − 0.87/2.57)² ≈ 0.44. It falls from about 0.0021 to 0.0009, close to the loss probability, which is where half the polarization is expected. Between the excited-state and ground-state crossings the detunings have opposite signs and the amplitudes add. At B₀ itself, removing the ground-state coupling changes P by less than 0.001.

**8. Dephasing and unequal lifetimes**

Let m = 0 and m = −1 decay at rates k₀ and k₁, and let Γ be an additional decay rate of their coherence. Let N_a, N_b and C be the time integrals of the populations of |0↓⟩ and |−1↑⟩ and of their coherence ρ_ab, starting from |0↓⟩. With G = (k₀ + k₁)/2 + Γ, integrating the equations for ρ_ab and ρ_bb from zero to infinity gives

0 = (iδ₋ − G)C + iV(N_a − N_b),
0 = 2V Im C − k₁N_b. (29)

The first line yields Im C = VG(N_a − N_b)/(G² + δ₋²). Hence

k₁N_b = w(N_a − N_b), w = ½Ω²G/(G² + δ₋²). (30)

Every excitation ends in decay, so k₀N_a + k₁N_b = 1. Eliminating N_a gives the forward flip probability

p_f = k₁N_b = k₁w/[k₀k₁ + w(k₀ + k₁)]. (31)

Interchanging k₀ and k₁ gives the reverse probability p_b. For equal rates and Γ = 0, (31) returns to (12).

A dephasing time 1/Γ = 10 ns lowers p from 0.312 to 0.200 at resonance. This slows pumping at resonance but leaves (21) unchanged, since the two directions remain equal. Far from resonance, where G is smaller than |δ₋|, w increases with G, so weak additional dephasing raises p instead.

Unequal lifetimes do change the limit. The balance f₀d p_f = f₋u p_b gives u/d = f₀k₁/(f₋k₀). Suppose that reset is an extra decay channel open to m = ±1 and negligible for m = 0, whose lifetime stays 15 ns. The lifetime of m = −1 is then 15(1 − 0.3) = 10.5 ns. Then p_f = 0.316, p_b = 0.221 and, for q = λ = 0, the limit rises from 0.967 to 0.977.

**9. Broken axial symmetry**

A field tilted by an angle θ adds e sin θ Sx to the Hamiltonian. This flips the electron without the nucleus and opens the return path |0↑⟩ → |−1↑⟩ → |0↓⟩. At B₀, e ≈ 3.88 µeV, so for 1° the matrix element is 3.88 sin 1°/√2 ≈ 0.048 µeV, larger than the 0.028 µeV pair coupling. Conservation of Sz + Iz is then a poor approximation.

The ground state suffers as well. For m = 0, second-order perturbation theory in the product of the transverse field and hyperfine terms gives the nuclear term

−A⊥ e sin θ [1/(D_g + e) + 1/(D_g − e)] Ix, (32)

where D_g is the ground-state splitting. For 1° its coefficient has magnitude 0.0019 µeV, while the nuclear splitting along z is about 0.0015 µeV, of which 0.0012 µeV is the Zeeman term |z| and most of the rest a second-order hyperfine shift. The nuclear axis therefore tilts by about 50°, and the nucleus precesses during the long dwell.

With the field strength fixed at B₀, the complete calculation gives P = 0.743 for a tilt of 0.2° and 0.054 for 1°. Lowering the field by one to three millitesla recovers part of this loss, but not all of it: the best values are about 0.86 for 0.2°, near 1.3 mT below B₀, and about 0.28 for 1°, near 2.5 mT below B₀. At 1° and B₀, tilting the field in the excited state alone gives 0.041, and in the ground state alone 0.380. Either effect is large, and the excited-state one is the more damaging at this field.

The hyperfine tensor of a real neighbour need not be axial about the defect axis. A traceless dipolar part with principal values 0.004, −0.002 and −0.002 µeV, its long axis tilted by 70°, reduces P from 0.962 to 0.931 at the same field. A transverse strain term 0.1(Sx² − Sy²) µeV in the excited state reduces it to 0.961.

**10. Relation to a real centre**

The splittings, lifetime and hyperfine constant are rough values in the regime of a c-axis divacancy-type centre in 4H-SiC that can be used at room temperature. Describing the excited state by one spin triplet assumes rapid averaging over its orbital states; at low temperature its fine structure needs further terms. The reset, dwell and loss values are model choices; they depend on the centre and the illumination, so neither 0.962 nor 8 µs is a prediction for a particular sample. Among the departures computed here, at the sizes chosen for them, field misalignment is the most serious: for these parameters, and with the field strength held at B₀, 0.2° already removes more than a fifth of the polarization, and about a tenth even after the field is retuned. At 300 K and B₀, thermal equilibrium would give a nuclear polarization of only −2.3 × 10⁻⁸, of the opposite sign. The model leaves out other nuclei, charge conversion, and nuclear flips during the reset itself; their effect on P has not been estimated.

Calculated quantities

```
excited, ground splitting: 3.9, 5.6 micro-eV
hyperfine constant: 0.04 micro-eV
g electron, g silicon-29: 2.0, -1.11
lifetime, ground dwell: 15.0, 1000.0 ns
reset r, s, loss per cycle: 0.3, 0.01, 0.001
resonance field: 33.526 mT = 335.3 G
pair coupling: 0.02828 micro-eV = 6.839 MHz
flip angular frequency: 0.08594 rad/ns
Omega times lifetime: 1.2891
far-pair detuning: 7.7600 micro-eV
flip probability p: 0.31216
reverse probability q: 2.657e-05
electron fractions 0, -1: 0.96774, 0.01613
full reset W up, W down: 0.30209, 0.00506
full reset final P: 0.96391
full reset P after 1, 5, 10, 20 cycles: 0.2967, 0.8108, 0.9396, 0.9633
incomplete reset limit, formula: 0.96721
limit for A = 0.02, 0.04, 0.08 micro-eV: 0.9672, 0.9671, 0.9670
mean cycles, formula and direct: 7.870, 7.870
cycles begun in 0,down: 5.537, 5.536
mean pumping time: 7988 ns
first-order loss of P: 0.00554
complete-model final P: 0.96175
complete-model P after 5, 10, 20, 50 cycles: 0.6384, 0.8053, 0.9249, 0.9613
half-width of p in field: 0.619 mT
half-width of P, formula: 10.942 mT
same, full reset with q: 10.377 mT
same, complete model, low side: 7.557 mT
P one formula half-width above resonance: 0.9013
same without ground hyperfine: 0.4636
P at resonance without ground hyperfine: 0.96142
P, tensor tilted 70 deg, dipolar 0.002 micro-eV: 0.93066
P with strain term 0.1 micro-eV: 0.96055
P, field tilted 0.2 deg: 0.7433
P, field tilted 1 deg: 0.0538
P, 1 deg tilt in excited state only: 0.0407
P, 1 deg tilt in ground state only: 0.3801
p with dephasing time 10 ns: 0.19966
lifetime of m=-1 in unequal case: 10.50 ns
unequal-lifetime p forward, reverse: 0.31632, 0.22143
unequal-lifetime limiting P: 0.97694
temperature: 300 K
thermal nuclear polarization: -2.269e-08
thermal electron scale tanh(g muB B/2kT): 7.507e-05
```
